# Why a tight-binding effective mass needs the Hamiltonian's second wavevector derivative

**Q:** I have a two-orbital tight-binding model of a semiconducting monolayer. I computed the electron mass from the interband perturbation sum, and it disagrees with the mass I get by numerically differentiating the band. Which one is wrong?

**A:** The perturbation sum is wrong, because it is incomplete. The numerical derivative, if its step is sensible, follows the definition of the mass:

\[
\hbar^2\left(\frac{1}{m^*}\right)_{ij}=\partial_i\partial_jE_n(\mathbf k),\qquad \partial_i\equiv\frac{\partial}{\partial k_i}.
\]

To see what is missing from the sum, take orthonormal orbitals, so that \(H|n\rangle=E_n|n\rangle\) with \(\langle m|n\rangle=\delta_{mn}\), and a band that is nondegenerate at the chosen \(\mathbf k\). Differentiate the eigenvalue equation once:

\[
(\partial_iH)|n\rangle+H|\partial_in\rangle=(\partial_iE_n)|n\rangle+E_n|\partial_in\rangle .
\]

Multiply from the left by \(\langle n|\). Since \(\langle n|H=E_n\langle n|\), the terms with \(|\partial_in\rangle\) cancel, leaving

\[
\partial_iE_n=\langle n|\partial_iH|n\rangle .
\]

Multiply instead by \(\langle m|\) with \(m\ne n\). The first term on the right vanishes by orthogonality, and

\[
\langle m|\partial_in\rangle=\frac{\langle m|\partial_iH|n\rangle}{E_n-E_m}.
\]

Now differentiate the slope \(\langle n|\partial_iH|n\rangle\) with respect to \(k_j\). The operator and the state both depend on \(\mathbf k\):

\[
\partial_i\partial_jE_n=\langle n|\partial_i\partial_jH|n\rangle+2\,\mathrm{Re}\,\langle n|\partial_iH|\partial_jn\rangle .
\]

Insert \(\sum_m|m\rangle\langle m|=1\) before \(|\partial_jn\rangle\). The term \(m=n\) contains the real number \(\langle n|\partial_iH|n\rangle\) times \(2\,\mathrm{Re}\langle n|\partial_jn\rangle=\partial_j\langle n|n\rangle=0\). The others give

\[
\partial_i\partial_jE_n=\underbrace{\langle n|\partial_i\partial_jH|n\rangle}_{\text{direct term}}
+\underbrace{2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n|\partial_iH|m\rangle\langle m|\partial_jH|n\rangle}{E_n-E_m}}_{\text{interband sum}} .
\]

The interband sum describes how the state changes with \(\mathbf k\). The direct term describes how the operator's slope changes while the state is held fixed. You kept the first and dropped the second.

**Q:** In \(\mathbf k\cdot\mathbf p\) theory I see \(\hbar^2/m_0\) plus a sum, with no second derivative. Where is it there?

**A:** It is the \(\hbar^2/m_0\). In one dimension, write \(H(k)=e^{-ikx}He^{ikx}\). Each derivative brings down a commutator with position:

\[
\partial H=-i[x,H(k)],\qquad \partial^2H=-[x,[x,H(k)]].
\]

For \(H=p^2/2m_0+V(x)\), the potential commutes with \(x\). From \([x,p]=i\hbar\) follow \([x,p^2]=2i\hbar p\) and

\[
-\left[x,\frac{2i\hbar p}{2m_0}\right]=-\frac{i\hbar}{m_0}(i\hbar)=\frac{\hbar^2}{m_0}.
\]

This is the same number for every state, provided the potential is local. A nonlocal pseudopotential or exact-exchange operator does not commute with \(x\) and adds a state-dependent part to the direct term. In a tight-binding model with position diagonal in the orbitals, \([x,H]_{ij}=(x_i-x_j)H_{ij}\), so

\[
-[x,[x,H]]_{ij}=-(x_i-x_j)^2H_{ij}.
\]

Hopping between separated sites replaces the kinetic energy, and the direct term now depends on the hopping amplitudes, on the state and on \(\mathbf k\).

**Q:** Could I then add \(\hbar^2/m_0\) to my two-band sum?

**A:** No. That constant belongs with a sum over all bands of the original crystal Hamiltonian with a local potential, and your sum has one partner band. The effect of the bands you omitted sits in your model's hoppings. In the basis chosen below it appears in the direct term. In an orbital basis whose kept orbitals mix with remote ones at the expansion point, it also changes the hoppings between kept orbitals, and so the interband sum.

The first case can be shown by eliminating orbitals. Split the basis into kept orbitals \(A\) and remote orbitals \(R\), with amplitudes \(\alpha\) and \(\rho\). The remote rows of the eigenvalue equation read \(H_{RA}\alpha+H_{RR}\rho=E\rho\), so \(\rho=(E-H_{RR})^{-1}H_{RA}\alpha\). Putting this into the kept rows gives

\[
H_{\rm eff}=H_{AA}+H_{AR}(E-H_{RR})^{-1}H_{RA}.
\]

Choose the basis so that \(H_{AR}=0\) at the expansion point, and fix \(E\) at the band energy there. The correction is then quadratic in the displacement \(q\). Letting \(E\) follow the band would alter it at order \(q^3\) or higher, which does not affect the curvature. In the second derivative, each factor \(H_{AR}\) and \(H_{RA}\) must be differentiated once, and this happens in two ways:

\[
\partial^2H_{\rm eff}=\partial^2H_{AA}+2(\partial H_{AR})(E-H_{RR})^{-1}(\partial H_{RA}).
\]

The last term is the remote part of the interband sum. It has moved into the direct term of the smaller model. This gives the exact curvature for the band whose energy was used for \(E\); another kept band needs its own \(E\). If you keep one orbital, there is no interband sum left and the whole inverse mass is direct.

**Q:** Let me see this with numbers for a monolayer.

**A:** Take a honeycomb lattice with orbitals A and B, lattice constant \(a=0.32\) nm, A–B hopping \(t=1.10\) eV, A–A hopping \(t_A=0.20\) eV, B–B hopping \(t_B=-0.10\) eV, and on-site energies \(\varepsilon_A=2.30\) eV and \(\varepsilon_B=-0.30\) eV. With \(\boldsymbol\delta_l\) the three vectors from A to its B neighbours and \(\mathbf R\) the six shortest lattice vectors,

\[
H=\begin{pmatrix}\varepsilon_A+t_Ag&tf\\tf^*&\varepsilon_B+t_Bg\end{pmatrix},\quad
f=\sum_{l=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_l},\quad g=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}.
\]

In \(|f|^2\), the three terms with equal indices give 3 and the six others have phases \(\mathbf k\cdot(\boldsymbol\delta_l-\boldsymbol\delta_{l'})\), which are those of \(g\). Hence \(g=|f|^2-3\).

At the zone corner \(K=(4\pi/3a,0)\), the three phase factors in \(f\) are \(1,\omega,\omega^*\) with \(\omega=e^{2\pi i/3}\). They add to zero, so \(f=0\) and \(g=-3\). The diagonal energies are \(2.30-0.60=1.70\) eV and \(-0.30+0.30=0\), which gives a gap \(E_g=1.70\) eV between a pure A state and a pure B state.

Now let \(\mathbf k=K+\mathbf q\), with \(\boldsymbol\delta_1=(0,a/\sqrt3)\) and \(\boldsymbol\delta_{2,3}=(\pm a/2,-a/2\sqrt3)\). To first order,

\[
f\simeq i\left[\frac{aq_y}{\sqrt3}+(\omega-\omega^*)\frac{aq_x}{2}-(\omega+\omega^*)\frac{aq_y}{2\sqrt3}\right]
=\frac{\sqrt3a}{2}(-q_x+iq_y),
\]

because \(\omega-\omega^*=i\sqrt3\) and \(\omega+\omega^*=-1\). Therefore \(|\partial_xf|^2=3a^2/4\). Also \(g\simeq-3+3a^2q^2/4\), so \(\partial_x^2g=3a^2/2\).

The conduction state is pure A. Its direct term is \(t_A\partial_x^2g\), and its interband sum is \(2t^2|\partial_xf|^2/E_g\). For the valence state, \(t_B\) replaces \(t_A\) and the energy denominator changes sign:

\[
E_c''=\frac{3a^2}{2}\left(\frac{t^2}{E_g}+t_A\right),\qquad
E_v''=\frac{3a^2}{2}\left(-\frac{t^2}{E_g}+t_B\right).
\]

Here \(3a^2/2=0.1536\) nm² and \(t^2/E_g=0.712\) eV. The conduction curvature is \(0.1093+0.0307=0.1400\) eV nm². With \(\hbar^2/m_0=0.0762\) eV nm²,

\[
\frac{m_c^*}{m_0}=\frac{0.0762}{0.1400}=0.544,\qquad m_c^*=4.96\times10^{-31}\ \text{kg}.
\]

The interband sum alone gives 0.697, which is 28% too heavy. Using \(\hbar^2/m_0\) as the direct term gives 0.411, about 25% too light. For the valence band the signed ratio is \(-0.611\), and the two incorrect recipes give \(-0.697\) and \(-2.30\).

Eliminating the B orbital, as described above, gives a one-orbital direct term of 0.1400 eV nm² for the conduction band. The split has changed and the mass has not.

**Q:** Is there a way to see that the direct term is necessary without computing a mass?

**A:** There are two. First, add the curvatures of all bands in the model. The pair \((n,m)\) appears twice in the interband sums, with equal real numerators and opposite denominators, so it cancels:

\[
\sum_n\partial_i\partial_jE_n=\mathrm{Tr}\,\partial_i\partial_jH .
\]

At \(K\) the two bands have curvatures \(0.1400\) and \(-0.1247\) eV nm². Their sum, 0.0154 eV nm², comes from the direct terms \(0.0307-0.0154\). Without these, electron and hole would have equal mass magnitudes.

Second, use periodicity. For an isolated band, \(\partial_xE_n\) is smooth and periodic in reciprocal space, so the zone average of \(\partial_x^2E_n\) is zero. For the highest band every denominator \(E_n-E_m\) is positive, so the interband part of \(\partial_x^2E_n\) is nowhere negative. For the lowest band it is nowhere positive. Unless it vanishes throughout the zone, something must balance it. For our conduction band, with the orbital positions in the Bloch phases as in \(H\) above, the zone averages are \(+0.0224\) eV nm² from the interband sum and \(-0.0224\) eV nm² from the direct term. Another phase convention can change the size of both averages, but they still cancel.

**Q:** Yet a massive Dirac model gives a mass from the interband sum alone.

**A:** Its Hamiltonian is linear in \(\mathbf k\), so its second derivative is zero. Linearizing our \(H\) about \(K\) leaves curvatures \(\pm0.1093\) eV nm², the correct result for that linear model. It has discarded \(t_A\partial_x^2g\) and \(t_B\partial_x^2g\), and with them the electron–hole asymmetry. The linear model is not periodic, so the zone-average argument does not apply to it.

**Q:** A colleague's code uses different Bloch phases and reports a different direct term. Is one of us wrong?

**A:** Not necessarily. Your phases may contain the orbital positions \(\boldsymbol\tau_j\) inside the cell, while your colleague's contain lattice vectors alone. The matrices are related by \(H'=U^\dagger HU\) with \(U=\mathrm{diag}(e^{-i\mathbf k\cdot\boldsymbol\tau_j})\). With \(D=\mathrm{diag}(\tau_{j,x})\), we have \(\partial_xU=-iDU\), and the product rule gives

\[
\partial_xH'=U^\dagger\left(\partial_xH-i[H,D]\right)U .
\]

The interband elements therefore change by \(-i(E_m-E_n)D_{mn}\). The eigenvalues do not change, so the direct term must compensate. The lattice-vector split also depends on which B site is assigned to the same cell as A. Take the one at \(\boldsymbol\delta_2=(a/2,-a/2\sqrt3)\) from A, so that \(\boldsymbol\tau_B-\boldsymbol\tau_A=\boldsymbol\delta_2\). At \(\mathbf k=(5.0,3.0)\) nm⁻¹, the conduction-band \(xx\) terms in eV nm² are then:

| Phases | Direct | Interband | Total |
|---|---:|---:|---:|
| Orbital positions | −0.0365 | 0.0025 | −0.0340 |
| Lattice vectors | −0.0655 | 0.0316 | −0.0340 |

Both terms must come from the same convention. At \(K\) the states are pure A and pure B, so \(D_{mn}=0\) and the split is the same in both.

**Q:** How should I do the finite-difference check?

**A:** Diagonalize \(H\) at three points and form

\[
D(h)=\frac{E(k+h)-2E(k)+E(k-h)}{h^2}=E''+\frac{h^2}{12}E''''+\dots
\]

The odd Taylor terms cancel, and the two fourth-order terms add to \(2h^4E''''/24\), which gives the factor \(1/12\). This uses eigenvalues alone, so it tests the derivative formula independently.

At \(K\) along \(x\), \(E_c''''=-0.0707\) eV nm⁴. For \(h=0.1\) nm⁻¹ the predicted and actual errors are both \(-5.9\times10^{-5}\) eV nm², or 0.04% of the curvature. At \(h=0.01\) nm⁻¹ the error is \(-5.9\times10^{-7}\) eV nm².

A much smaller step is worse. At \(h=10^{-6}\) nm⁻¹ the error is \(1.2\times10^{-3}\) eV nm², nearly 1%, because rounding of the energies is divided by \(h^2\). That error corresponds to \(\eta\approx1.2\times10^{-15}\) eV in the numerator. Minimizing \(h^2|E''''|/12+\eta/h^2\) gives \(h=(12\eta/|E''''|)^{1/4}\approx7\times10^{-4}\) nm⁻¹. Rounding varies irregularly from one step to the next, and a single error is only a sample of it, so read this as an order of magnitude: the best step here is a few times \(10^{-4}\) nm⁻¹.

The combination \([4D(h/2)-D(h)]/3\) cancels the \(h^2\) error. With \(h=0.02\) nm⁻¹ it gives 0.140047 and \(-0.124687\) eV nm² for the two bands, equal to the full formula at the printed precision.

**Q:** How far can I carry 0.544 over to a real channel?

**A:** The lattice constant, gap and masses lie in the rough range of dichalcogenide monolayers such as MoS₂, where calculated band masses are about half of \(m_0\). The gap is typical of semilocal density-functional calculations; the quasiparticle gap is larger. The hoppings are round numbers, not a fit, and two orbitals do not reproduce the orbital content of the real bands.

A working channel breaks the assumption that carriers sit at the band minimum. At \(10^{13}\) cm⁻² and 300 K, with four-fold spin and valley degeneracy, averaging the model's inverse mass over the occupied states gives \(0.586\,m_0\), 8% heavier. Most of this shift is thermal: at vanishing density and 300 K the same average is already \(0.578\,m_0\). The zero-temperature Fermi wavevector is 0.56 nm⁻¹, where the parabola gives 22.0 meV. The band lies at 22.8 meV toward \(\Gamma\) and 20.6 meV in the opposite direction, so the contours are slightly trigonal.

The model's omissions matter as much:

- A valence spin splitting of roughly 0.15 eV lowers the B level for one spin in each valley. With the hoppings fixed, the gap between bands of that spin becomes 1.85 eV and its conduction mass \(0.581\,m_0\). The other spin keeps 1.70 eV and \(0.544\,m_0\).
- A third-neighbour A–B hopping \(t_3=0.05\) eV acts along \(-2\boldsymbol\delta_l\). At \(K\), \(e^{-2iK\cdot\boldsymbol\delta_l}=e^{iK\cdot\boldsymbol\delta_l}\), so its gradient is \(-2t_3\nabla f\), and \(t\) becomes \(t-2t_3=1.00\) eV in the interband term. With the gap and \(t_A\) fixed, the mass rises to \(0.629\,m_0\), 16% heavier.

The model's conduction band has minima only at the zone corners. Real dichalcogenide monolayers also have six conduction valleys between \(\Gamma\) and \(K\), at an offset that depends on material and strain. For an illustrative mass of \(0.8\,m_0\) and one spin per valley, at \(10^{13}\) cm⁻² and 300 K they would hold about 29% of the electrons at an offset of 0.05 eV, 6.5% at 0.1 eV and well under 1% at 0.2 eV. Electron–phonon and excitonic effects are outside this band model and are not sized here.

**Q:** When does the mass formula itself fail?

**A:** At a degeneracy a denominator vanishes, and the touching bands must be treated together as a matrix. With nonorthogonal orbitals the equation is \(H|n\rangle=E_nS|n\rangle\), and derivatives of the overlap matrix \(S\) enter as well. For an isolated band in an orthonormal basis, both terms come from the same \(H(\mathbf k)\), whatever the number of orbitals. The numerical output below lists the values for both bands.

## Computed values

```
a = 0.32 nm, t = 1.10 eV, t_A = 0.20 eV, t_B = -0.10 eV
gap at K = 1.70 eV; on-site A, B = 2.30, -0.30 eV
K = 13.0900 1/nm; hbar^2/m0 = 0.076200 eV nm^2
-- conduction band at K, curvatures in eV nm^2
direct term            0.030720
interband sum          0.109327
total                  0.140047
finite difference      0.140047
signed m*/m0, full formula        0.5441
signed m*/m0, interband only      0.6970
signed m*/m0, hbar^2/m0 as direct 0.4107
-- valence band at K, curvatures in eV nm^2
direct term           -0.015360
interband sum         -0.109327
total                 -0.124687
finite difference     -0.124687
signed m*/m0, full formula       -0.6111
signed m*/m0, interband only     -0.6970
signed m*/m0, hbar^2/m0 as direct-2.3002
conduction m* = 4.9564e-31 kg
sum of both curvatures at K = 0.015360 eV nm^2
one-orbital direct term, conduction = 0.140047 eV nm^2
-- zone average, conduction xx, eV nm^2
direct -0.022402, interband 0.022402
-- conduction xx at k = (5.0, 3.0) 1/nm, eV nm^2
atomic-position phases: direct -0.036512, interband 0.002544, total -0.033968
unit-cell phases: direct -0.065526, interband 0.031558, total -0.033968
finite difference there = -0.033968 eV nm^2
-- plain second difference at K, conduction
fourth derivative along x = -0.07072 eV nm^4
h = 4e-01 1/nm: error -9.33e-04, h^2 law -9.43e-04 eV nm^2
h = 1e-01 1/nm: error -5.89e-05, h^2 law -5.89e-05 eV nm^2
h = 1e-02 1/nm: error -5.89e-07, h^2 law -5.89e-07 eV nm^2
h = 1e-06 1/nm: error  1.17e-03, h^2 law -5.89e-15 eV nm^2
-- plane-wave crystal, V_G = 1.5 eV, k = 2.9452 1/nm, eV nm^2
direct 0.076200, interband -0.009515, difference 0.066684
-- neglected effects
density = 1.0e+13 1/cm^2, T = 300 K, kT = 25.85 meV
k_F = 0.5605 1/nm, parabolic energy at k_F = 22.00 meV
band energy at k_F toward Gamma = 22.83 meV
band energy at k_F away from Gamma = 20.60 meV
chemical potential from band edge = 5.92 meV
m*/m0 from occupation-averaged inverse mass = 0.5856
gap raised by spin splitting 0.15 eV: m*/m0 conduction 0.5809, valence -0.6579
third-neighbour hopping 0.05 eV: conduction m*/m0 = 0.6294
```
